# Scalar, vector and tensor exchange: from Darwin to Einstein-Infeld-Hoffmann coefficients: verification in Python

```python
"""
Order 1/c^2 Lagrangian of two point bodies exchanging a massless field of
spin s = 0, 1, 2 (attractive strength kappa, separation r, unit vector n):
  L_int = kappa/r * {1 + [A (v1^2+v2^2) + B v1.v2 + C (n.v1)(n.v2)]/(2 c^2)}
          - D/r^2,      A = s^2-1,  B = 1-2 s^2,  C = -1,
with D = kappa^2/(2 mu c^2) for gravity (mu = reduced mass), otherwise D = 0.
Apsidal advance per orbit, with angular momentum ell and k = s^2:
  2 pi (kappa/(c ell))^2 (k - 1/2 - d),   d = mu c^2 D / kappa^2.
The coefficients are extracted from the exact time-symmetric action, and the
advance is compared with integrated two-body orbits.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp

metric = np.diag([1.0, -1.0, -1.0, -1.0])


def four_velocity(v, c):
    """Return u/c (shape N x 4) and the Lorentz factor."""
    gamma = 1 / np.sqrt(1 - np.sum(v * v, axis=1) / c**2)
    w = np.column_stack([np.ones(len(v)), v / c])
    return gamma[:, None] * w, gamma


def scalar_vertex(u1, u2):
    return np.ones(len(u1))


def vector_vertex(u1, u2):
    return np.einsum('ni,ij,nj->n', u1, metric, u2)


def tensor_contraction(u1, u2, trace_weight):
    """Contract u1 u1 with u2 u2 minus a share of its trace; 1 at rest."""
    t1 = np.einsum('ni,nj->nij', u1, u1)
    t2 = np.einsum('ni,nj->nij', u2, u2)
    trace2 = np.einsum('ij,nij->n', metric, t2)
    source = t2 - trace_weight * trace2[:, None, None] * metric
    lowered = np.einsum('ia,nab,bj->nij', metric, source, metric)
    return np.einsum('nij,nij->n', t1, lowered) / (1 - trace_weight)


def tensor_vertex(u1, u2):
    return tensor_contraction(u1, u2, 0.5)


def untraced_vertex(u1, u2):
    return tensor_contraction(u1, u2, 0.0)


def exchange_integrand(path1, path2, t1, vertex, c, retardation=True):
    """Interaction per unit time t1 and unit kappa, summed over both cones."""
    x1, v1 = path1(t1)
    u1, g1 = four_velocity(v1, c)
    total = np.zeros(len(t1))
    for sign in (1, -1):
        t2 = t1.copy()
        if retardation:
            for _ in range(100):
                dist = np.linalg.norm(x1 - path2(t2)[0], axis=1)
                t2 = t1 - sign * dist / c
        x2, v2 = path2(t2)
        sep = x1 - x2
        denom = np.linalg.norm(sep, axis=1)
        if retardation:
            denom = denom - sign * np.sum(sep * v2, axis=1) / c
        u2, g2 = four_velocity(v2, c)
        total += 0.5 * vertex(u1, u2) / (g1 * g2 * denom)
    return total


# --- source contractions equal cosh(s * rapidity) ---
rapidity = 0.8
rest = np.array([[1.0, 0, 0, 0]])
moving = np.array([[np.cosh(rapidity), np.sinh(rapidity), 0, 0]])
spin_vertices = [scalar_vertex, vector_vertex, tensor_vertex]
for s, vertex in enumerate(spin_vertices):
    assert abs(vertex(rest, moving)[0] - np.cosh(s * rapidity)) < 1e-12

# --- extract A, B, C from the exact action on arbitrary periodic paths ---
rng = np.random.default_rng(4)


def periodic_path(offset):
    amp = rng.uniform(-0.3, 0.3, size=(4, 3))

    def path(t):
        f = np.column_stack([np.cos(t), np.sin(t),
                             np.cos(2*t), np.sin(2*t)])
        df = np.column_stack([-np.sin(t), np.cos(t),
                              -2*np.sin(2*t), 2*np.cos(2*t)])
        return np.array(offset) + f @ amp, df @ amp
    return path


times = np.linspace(0, 2 * np.pi, 256, endpoint=False)
pairs = [(periodic_path([4.0, 0, 0]), periodic_path([0.0, 0, 0]))
         for _ in range(8)]
c_test = 1000.0


def extract_coefficients(vertex, retardation):
    rows, targets = [], []
    for p1, p2 in pairs:
        (x1, v1), (x2, v2) = p1(times), p2(times)
        r = np.linalg.norm(x1 - x2, axis=1)
        n = (x1 - x2) / r[:, None]
        rows.append([np.mean(np.sum(v1*v1 + v2*v2, axis=1) / r),
                     np.mean(np.sum(v1*v2, axis=1) / r),
                     np.mean(np.sum(n*v1, axis=1)
                             * np.sum(n*v2, axis=1) / r)])
        full = exchange_integrand(p1, p2, times, vertex, c_test, retardation)
        targets.append(2 * c_test**2 * np.mean(full - 1 / r))
    rows, targets = np.array(rows), np.array(targets)
    coef = np.linalg.lstsq(rows, targets, rcond=None)[0]
    # eight paths, three unknowns: the form itself is under test;
    # the remainder is of relative order 1/c_test^2
    assert np.max(np.abs(rows @ coef - targets)) < 1e-3
    return coef


cases = [("scalar", scalar_vertex, 0), ("vector", vector_vertex, 1),
         ("tensor", tensor_vertex, 4), ("tensor, no trace", untraced_vertex, 2)]
print("Coefficients A, B, C from exact action (dimensionless)")
for name, vertex, k in cases:
    full = extract_coefficients(vertex, True)
    instant = extract_coefficients(vertex, False)
    assert np.allclose(full, [k - 1, 1 - 2*k, -1], atol=2e-3)
    assert np.allclose(instant, [k - 1, -2*k, 0], atol=2e-3)
    for label, val in (("full", full), ("no retardation", instant),
                       ("retardation share", full - instant)):
        shown = [round(float(q), 3) + 0.0 for q in val]
        print(f"  {name}, {label}: "
              + ", ".join(f"{q:.3f}" for q in shown))

# --- co-moving pair at high speed: kappa/(gamma r0) for every spin ---
v_common = np.array([0.5, 0.3, 0.1])
sep0 = np.array([1.0, -0.4, 0.7])


def uniform_path(start):
    return lambda t: (start + t[:, None] * v_common,
                      np.tile(v_common, (len(t), 1)))


gamma_c = 1 / np.sqrt(1 - v_common @ v_common)
r_rest = np.sqrt(sep0 @ sep0 + gamma_c**2 * (sep0 @ v_common)**2)
comoving = []
for vertex in spin_vertices:
    val = exchange_integrand(uniform_path(sep0), uniform_path(0 * sep0),
                             np.array([0.0]), vertex, 1.0)[0]
    assert abs(val - 1 / (gamma_c * r_rest)) < 1e-10
    comoving.append(val)
print(f"Co-moving pair, speed/c: {np.linalg.norm(v_common):.4f}")
print("  L_int/kappa for s=0,1,2 (1/length): "
      + ", ".join(f"{q:.6f}" for q in comoving))

# --- static isotropic metric: vacuum equations and test-body expansion ---
t, rho, th, ph, m = sp.symbols('t rho theta phi m', positive=True)
coords = [t, rho, th, ph]
lapse2 = ((1 - m/(2*rho)) / (1 + m/(2*rho)))**2
space = (1 + m/(2*rho))**4
g = sp.diag(lapse2, -space, -space*rho**2, -space*rho**2*sp.sin(th)**2)
ginv = g.inv()
Gam = [[[sp.together(ginv[i, i] * (sp.diff(g[i, j], coords[l])
         + sp.diff(g[i, l], coords[j]) - sp.diff(g[j, l], coords[i])) / 2)
         for l in range(4)] for j in range(4)] for i in range(4)]
for j in range(4):
    for l in range(j, 4):
        ricci = sum(sp.diff(Gam[i][j][l], coords[i])
                    - sp.diff(Gam[i][j][i], coords[l])
                    + sum(Gam[i][i][q] * Gam[q][j][l]
                          - Gam[i][l][q] * Gam[q][j][i] for q in range(4))
                    for i in range(4))
        assert sp.simplify(ricci) == 0

eps, GM, speed = sp.symbols('epsilon GM v', positive=True)  # eps = 1/c^2
root = sp.sqrt(lapse2.subs(m, GM*eps) - space.subs(m, GM*eps)*eps*speed**2)
order1 = sp.expand(sp.simplify(-sp.diff(root, eps, 2).subs(eps, 0) / 2))
A_test_body = 2 * order1.coeff(speed, 2) * rho / GM
static_test_body = order1.coeff(speed, 0) * rho**2 / GM**2
assert sp.simplify(A_test_body - 3) == 0
assert sp.simplify(static_test_body + sp.Rational(1, 2)) == 0
print("Test body in static vacuum metric (dimensionless)")
print(f"  A = {sp.simplify(A_test_body)}, "
      f"static coefficient = {sp.simplify(static_test_body)}")

# --- energy of two black holes momentarily at rest (G = c = 1) ---
mp.mp.dps = 40
M1, M2, R = mp.mpf(1), mp.mpf(3), mp.mpf(10)**6
alpha1, alpha2 = M1, M2
for _ in range(30):
    alpha1, alpha2 = (M1 / (1 + alpha2/(2*R)), M2 / (1 + alpha1/(2*R)))
excess = alpha1 + alpha2 - M1 - M2 + M1*M2/R
static_pair = excess * R**2 / (M1 * M2 * (M1 + M2))
assert abs(static_pair - mp.mpf(1)/2) < 1e-4  # remainder of order M/R
print("Two black holes at rest, mass ratio 3")
print(f"  D c^2/(G^2 m1 m2 M) = {float(static_pair):.6f}")

# --- two-body orbits integrated from the Lagrangian ---
pos = sp.symbols('x1 y1 x2 y2')
vel = sp.symbols('vx1 vy1 vx2 vy2')
par = sp.symbols('m1 m2 kappa c A B C d')
m1s, m2s, ks, cs, As, Bs, Cs, ds = par
dx, dy = pos[0] - pos[2], pos[1] - pos[3]
rs = sp.sqrt(dx**2 + dy**2)
s1, s2 = vel[0]**2 + vel[1]**2, vel[2]**2 + vel[3]**2
nv1 = (dx*vel[0] + dy*vel[1]) / rs
nv2 = (dx*vel[2] + dy*vel[3]) / rs
v12 = vel[0]*vel[2] + vel[1]*vel[3]
lagrangian = (m1s*s1/2 + m2s*s2/2 + (m1s*s1**2 + m2s*s2**2) / (8*cs**2)
              + ks/rs*(1 + (As*(s1 + s2) + Bs*v12 + Cs*nv1*nv2)/(2*cs**2))
              - ds*ks**2*(m1s + m2s) / (m1s*m2s*cs**2*rs**2))
grad_v = [sp.diff(lagrangian, q) for q in vel]
mass_matrix = [sp.diff(p, q) for p in grad_v for q in vel]
force = [sp.diff(lagrangian, pos[i])
         - sum(sp.diff(grad_v[i], pos[j]) * vel[j] for j in range(4))
         for i in range(4)]
eom = sp.lambdify(pos + vel + par, mass_matrix + force,
                  modules="math", cse=True)

c_au = 1 / fine_structure
kappa, semi_major, ecc = 1.0, 2.0, 0.5


def orbit_advance(m1, m2, A, B, C, d):
    """Angle between successive periapses minus 2 pi, and ell."""
    mu = m1 * m2 / (m1 + m2)
    ell = np.sqrt(mu * kappa * semi_major * (1 - ecc**2))
    period = 2 * np.pi * np.sqrt(mu * semi_major**3 / kappa)
    r0 = semi_major * (1 + ecc)
    v0 = ell / (mu * r0)
    f1, f2 = mu / m1, -mu / m2
    start = [f1*r0, 0, f2*r0, 0, 0, f1*v0, 0, f2*v0]
    values = (m1, m2, kappa, c_au, A, B, C, d)

    def rhs(_, y):
        out = eom(*y.tolist(), *values)
        acc = np.linalg.solve(np.array(out[:16]).reshape(4, 4), out[16:])
        return np.concatenate([y[4:], acc])

    def turning(_, y):
        return (y[0]-y[2])*(y[4]-y[6]) + (y[1]-y[3])*(y[5]-y[7])
    turning.direction = 1
    sol = solve_ivp(rhs, (0, 1.8*period), start, method='DOP853',
                    rtol=1e-12, atol=1e-13, events=turning)
    peri = sol.y_events[0]
    assert len(peri) == 2
    z = (peri[:, 0] - peri[:, 2]) + 1j * (peri[:, 1] - peri[:, 3])
    return np.angle(z[1] / z[0]), ell


mass1, mass2 = 1.0, 3.0
mu = mass1 * mass2 / (mass1 + mass2)
ell = np.sqrt(mu * kappa * semi_major * (1 - ecc**2))
print("Worked example (Hartree atomic units)")
print(f"  m1, m2, mu: {mass1:.2f}, {mass2:.2f}, {mu:.4f} m_e")
print(f"  kappa: {kappa:.1f} hartree bohr; c: {c_au:.5f} a.u.")
print(f"  semi-major axis: {semi_major:.1f} bohr; eccentricity: {ecc:.1f}")
print(f"  ell: {ell:.6f} hbar; (kappa/(c ell))^2: "
      f"{(kappa/(c_au*ell))**2:.5e}")

r_lat = ell**2 / (mu * kappa)
v_rel = kappa / ell * np.array([ecc, 1.0])  # radial, transverse
w1, w2 = mu / mass1 * v_rel, -mu / mass2 * v_rel
unit = 1e6 * kappa / (2 * c_au**2 * r_lat)
structures = unit * np.array([w1 @ w1 + w2 @ w2, w1 @ w2, w1[0] * w2[0]])
print(f"  r at latus rectum: {r_lat:.4f} bohr; "
      f"kappa/r: {kappa/r_lat:.6f} hartree")
print(f"  v1 (radial, transverse): {w1[0]:.5f}, {w1[1]:.5f} a.u.")
print(f"  v2 (radial, transverse): {w2[0]:.5f}, {w2[1]:.5f} a.u.")
print("  A, B, C terms and their sum in L (microhartree)")
for s, name in enumerate(("scalar", "vector", "tensor")):
    parts = structures * np.array([s*s - 1, 1 - 2*s*s, -1]) + 0.0
    print(f"    {name}: " + ", ".join(f"{q:.4f}" for q in parts)
          + f"; sum {parts.sum():.4f}")
kin = 1e6 * (mass1*(w1 @ w1)**2 + mass2*(w2 @ w2)**2) / (8 * c_au**2)
static = -1e6 * kappa**2 / (2 * mu * c_au**2 * r_lat**2)
print(f"    v^4 kinetic term: {kin:.4f}; tensor static term: {static:.4f}")

print("Apsidal advance: formula, orbit (microrad); orbit/[pi(kappa/c ell)^2]")
orbit_cases = [("scalar", 0, 0.0), ("vector", 1, 0.0),
               ("tensor without D", 4, 0.0), ("tensor with D", 4, 0.5)]
for masses in ((mass1, mass2), (1.0, 1.0)):
    print(f"  masses {masses[0]:.0f} and {masses[1]:.0f} m_e")
    for name, k, d in orbit_cases:
        got, ang = orbit_advance(*masses, k - 1, 1 - 2*k, -1, d)
        beta2 = (kappa / (c_au * ang))**2
        formula = 2 * np.pi * beta2 * (k - 0.5 - d)
        # the orbit also carries terms of relative order beta2 times a few
        assert abs(got / formula - 1) < 3e-3
        print(f"    {name}: {1e6*formula:.3f}, {1e6*got:.3f}; "
              f"{got/(np.pi*beta2):.4f}")

print("all assertions hold")
```

Running it gives:

```
Coefficients A, B, C from exact action (dimensionless)
  scalar, full: -1.000, 1.000, -1.000
  scalar, no retardation: -1.000, 0.000, 0.000
  scalar, retardation share: 0.000, 1.000, -1.000
  vector, full: 0.000, -1.000, -1.000
  vector, no retardation: 0.000, -2.000, 0.000
  vector, retardation share: 0.000, 1.000, -1.000
  tensor, full: 3.000, -7.000, -1.000
  tensor, no retardation: 3.000, -8.000, 0.000
  tensor, retardation share: 0.000, 1.000, -1.000
  tensor, no trace, full: 1.000, -3.000, -1.000
  tensor, no trace, no retardation: 1.000, -4.000, 0.000
  tensor, no trace, retardation share: 0.000, 1.000, -1.000
Co-moving pair, speed/c: 0.5916
  L_int/kappa for s=0,1,2 (1/length): 0.575650, 0.575650, 0.575650
Test body in static vacuum metric (dimensionless)
  A = 3, static coefficient = -1/2
Two black holes at rest, mass ratio 3
  D c^2/(G^2 m1 m2 M) = 0.499999
Worked example (Hartree atomic units)
  m1, m2, mu: 1.00, 3.00, 0.7500 m_e
  kappa: 1.0 hartree bohr; c: 137.03600 a.u.
  semi-major axis: 2.0 bohr; eccentricity: 0.5
  ell: 1.060660 hbar; (kappa/(c ell))^2: 4.73345e-05
  r at latus rectum: 1.5000 bohr; kappa/r: 0.666667 hartree
  v1 (radial, transverse): 0.35355, 0.70711 a.u.
  v2 (radial, transverse): -0.11785, -0.23570 a.u.
  A, B, C terms and their sum in L (microhartree)
    scalar: -12.3267, -3.6980, 0.7396; sum -15.2851
    vector: 0.0000, 3.6980, 0.7396; sum 4.4376
    tensor: 36.9801, 25.8861, 0.7396; sum 63.6058
    v^4 kinetic term: 2.6965; tensor static term: -15.7782
Apsidal advance: formula, orbit (microrad); orbit/[pi(kappa/c ell)^2]
  masses 1 and 3 m_e
    scalar: -148.706, -148.702; -1.0000
    vector: 148.706, 148.704; 1.0000
    tensor without D: 1040.941, 1041.005; 7.0004
    tensor with D: 892.235, 892.178; 5.9996
  masses 1 and 1 m_e
    scalar: -223.059, -223.051; -1.0000
    vector: 223.059, 223.058; 1.0000
    tensor without D: 1561.411, 1561.574; 7.0007
    tensor with D: 1338.353, 1338.248; 5.9995
all assertions hold
```
